\section*{Alexander–de Gennes Pressure Between Polymer-Coated Particles, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one brush to two facing walls}

\subsection{What dimensions and regrouping already fix}

A flat wall carries chains attached by one end. There is one chain per area $s^2$, and each chain has $N$ monomers of size $a$. A flat piston that does not attract the monomers holds the layer at thickness $h$. What pressure $P$ must the piston supply? A positive $P$ means that the layer pushes outward.

Let the solvent be good and athermal, so that monomers repel each other by excluded volume and the one energy scale is $kT$. Assume that the monomer density is uniform,
\begin{equation}
c=\frac{N}{s^2h}.
\end{equation}
A free coil in a good solvent has size $aN^{3/5}$, an estimate derived below. Grouping $g$ successive monomers into one larger unit changes
\[
a\to a g^{3/5},\qquad N\to N/g .
\]
The coil size is unchanged by this relabelling, and so is $Na^{5/3}$. If the pressure does not depend on how finely the chain is divided, $N$ and $a$ can enter through this product alone. Dimensional analysis then leaves
\[
P=\frac{kT}{s^3}\,
\Phi\!\left(\frac hs,\frac{Na^{5/3}}{s^{5/3}}\right).
\]

Now double both $N$ and $h$ at fixed $s$. The density and the extension per monomer stay the same, so the local state of a uniform layer, and with it the pressure, is unchanged. The two arguments can therefore appear only as their ratio:
\begin{equation}
P=\frac{kT}{s^3}\Phi\!\left(\frac h\ell\right),\qquad
\ell=Na^{5/3}s^{-2/3}.
\label{form}
\end{equation}
The natural height $\ell$ is proportional to $N$: a brush is much taller than a free coil when its chains are long and crowded.

The exponents follow from the same reasoning. Suppose that one part of the pressure is osmotic and varies as $(h/\ell)^{-p}$. Its dependence on $s$ is
\[
s^{-3}\ell^p\propto s^{-3-2p/3}.
\]
An osmotic pressure depends on grafting through $c\propto s^{-2}h^{-1}$, so a factor $h^{-p}$ must come with $s^{-2p}$. Hence $3+2p/3=2p$, or $p=9/4$.

Suppose next that the chain tension is linear in the extension per monomer $h/N$ at fixed density. The tension per area is then
\[
s^{-2}\frac hN c^m\propto s^{-2-2m}h^{1-m}
\]
for some power $m$. Equation~\eqref{form} requires a term $(h/\ell)^q$ with $s$ dependence $s^{-3+2q/3}$. Comparing powers of $h$ gives $m=1-q$. Comparing powers of $s$ gives
\[
-3+\frac{2q}{3}=-2-2(1-q)=-4+2q,
\]
so $q=3/4$. The expected form is a repulsion falling as $h^{-9/4}$ minus a tension growing as $h^{3/4}$. The energies must still supply the signs, the coefficients and the height of zero pressure.

\subsection{First simple case: a solution without grafts}

The exponent $3/5$ comes from a balance within one free coil of radius $r$. Up to numerical coefficients, its stretching energy is $kT\,r^2/(Na^2)$. Its excluded-volume energy is $kT\,a^3N^2/r^3$, because $N$ monomers meet a density of order $N/r^3$. Setting the derivative of the sum to zero gives
\[
\frac{2r}{Na^2}=\frac{3a^3N^2}{r^4},
\qquad r^5=\frac32a^5N^3,
\]
so $r\propto aN^{3/5}$. This is a mean-field estimate. Exact enumeration of self-avoiding walks on a cubic lattice, comparing walks of 7 and 9 steps, gives an effective exponent of $0.606$. The test required agreement with $0.6$ within $0.02$. Such short walks do not determine the long-chain exponent precisely; the effect of using $0.588$ is given later.

In a solution of overlapping coils, a short piece of chain still sees mostly itself and is swollen. Let $\xi$ be the largest size for which this is true, and let $g$ be the number of monomers in such a piece, called a blob. At that size the density inside the blob equals the density of the solution:
\begin{equation}
\xi=ag^{3/5},\qquad c=\frac g{\xi^3}.
\end{equation}
Eliminating $\xi$,
\[
ca^3=g^{1-9/5}=g^{-4/5},\qquad g=(ca^3)^{-5/4},
\]
and hence
\begin{equation}
\xi=a(ca^3)^{-3/4}.
\label{blob}
\end{equation}

Each blob costs an energy of order $kT$, written $A\,kT$. The energy density is $f=A\,kT/\xi^3\propto c^{9/4}$. For a fixed number of monomers $n$ in volume $V$, the energy is $Vf(n/V)$, and its osmotic pressure is
\begin{equation}
\Pi=-\frac{\partial}{\partial V}\left[Vf\!\left(\frac nV\right)\right]
=-f+c\frac{df}{dc}
=\left(\frac94-1\right)f
=\frac{5A}{4}\frac{kT}{\xi^3}.
\end{equation}
Translation of whole chains has been left out. It is absent for grafted chains and small for long chains in a semidilute solution. The dimensional exponent $9/4$ has reappeared.

\subsection{Second simple case: one stretched chain}

Beyond the distance $\xi$, surrounding chains screen the repulsion between distant parts of the same chain. The chain is then a random walk of $N_b=N/g$ blobs with step length $\xi$. Each step contributes a variance $\xi^2/3$ along the wall normal, so for small extension per step the probability of reaching height $h$ is
\[
p(h)\propto\exp\left(-\frac{3h^2}{2N_b\xi^2}\right).
\]
The free energy $-kT\ln p$, apart from a constant, is
\begin{equation}
F_{\rm el}=B\,kT\frac{h^2}{N_b\xi^2},\qquad B=\frac32 .
\end{equation}
The symbol $B$ is kept because the effective blob step has an uncertain numerical factor.

As a test, take 60 steps on a cubic lattice of unit spacing and an extension of 12. The Gaussian law gives $1.5\times12^2/60=3.600\,kT$. The exact distribution gives $3.5998\,kT$. The extension per step here is $0.2$, so this is a test at weak stretching. The very close agreement is helped by the cubic lattice, for which the first correction to the Gaussian energy per step happens to vanish.

\subsection{Joining the two cases in a brush}

For a brush, equation~\eqref{blob} and $c=N/(s^2h)$ give
\[
\xi=a^{-5/4}\left(\frac{s^2h}{N}\right)^{3/4}.
\]
The definition of $\ell$ means that $N=\ell a^{-5/3}s^{2/3}$. Therefore
\[
\frac{s^2h}{N}=a^{5/3}s^{4/3}\frac h\ell,
\]
and the blob size becomes
\begin{equation}
\xi=s\left(\frac h\ell\right)^{3/4}.
\label{xi}
\end{equation}
The number of blobs per chain is the volume per chain divided by the volume per blob,
\begin{equation}
N_b=\frac Ng=\frac{s^2h}{\xi^3}.
\label{number}
\end{equation}
The osmotic energy per chain is $A\,kT N_b$. In the stretching energy, \eqref{number} gives
\[
\frac{h^2}{N_b\xi^2}
=\frac{h^2\xi^3}{s^2h\xi^2}
=\frac{h\xi}{s^2}.
\]
The total energy per chain is therefore
\begin{equation}
\frac{F(h)}{kT}=A\frac{s^2h}{\xi^3}+B\frac{h\xi}{s^2}.
\label{energy}
\end{equation}
Inserting \eqref{xi},
\begin{equation}
\frac{F(h)}{kT}
=\frac{\ell}{s}\left[
A\left(\frac h\ell\right)^{-5/4}
+B\left(\frac h\ell\right)^{7/4}\right].
\end{equation}
Crowding favours a tall brush and elasticity a short one.

The piston pressure is the energy released per unit area and unit outward displacement:
\begin{equation}
P=-\frac1{s^2}\frac{dF}{dh}
=\frac{kT}{s^3}\left[
\frac{5A}{4}\left(\frac h\ell\right)^{-9/4}
-\frac{7B}{4}\left(\frac h\ell\right)^{3/4}\right].
\label{piston}
\end{equation}
The factor $\ell$ from the energy cancels the $1/\ell$ from differentiation. The first term is the osmotic pressure found for the ungrafted solution. The second is negative because stretched chains pull the layer inward.

Without a piston the pressure is zero at $h=L_0$:
\[
\frac{5A}{4}\left(\frac{L_0}{\ell}\right)^{-9/4}
=\frac{7B}{4}\left(\frac{L_0}{\ell}\right)^{3/4}.
\]
Multiplication by $(L_0/\ell)^{9/4}$ gives $(L_0/\ell)^3=5A/(7B)$, so
\begin{equation}
L_0=Na^{5/3}s^{-2/3}\left(\frac{5A}{7B}\right)^{1/3}.
\label{height}
\end{equation}
This is a minimum, since both powers of $h$ in the energy have positive second derivatives. At this height \eqref{xi} gives $\xi_0=s[5A/(7B)]^{1/4}$: the blob is about as wide as the graft spacing.

\subsection{Two facing brushes}

Place an identical coated wall opposite the first, at gap $D$. If the brushes do not interpenetrate, reflection symmetry puts their boundary at the midplane, which acts as the piston for each:
\[
D=2h,\qquad \frac{dh}{dD}=\frac12 .
\]
The energy per area is $2F(h)/s^2$, so
\[
P=-\frac{d}{dD}\frac{2F(h)}{s^2}
=-\frac1{s^2}\frac{dF}{dh}.
\]
The factor 2 for two brushes cancels the factor $1/2$ from the shared displacement.

Define $u=D/(2L_0)=h/L_0$. Each term in \eqref{piston} has the same magnitude at $u=1$,
\[
\frac{kT}{s^3}\frac{5A}{4}
\left(\frac{L_0}{\ell}\right)^{-9/4}
=K\frac{kT}{s^3},
\]
with
\begin{equation}
K=\frac{5A}{4}\left(\frac{7B}{5A}\right)^{3/4}.
\end{equation}
The Alexander--de Gennes pressure follows:
\begin{equation}
\boxed{
P(D)=K\frac{kT}{s^3}
\left[\left(\frac{2L_0}{D}\right)^{9/4}
-\left(\frac{D}{2L_0}\right)^{3/4}\right],
\quad D<2L_0.}
\label{result}
\end{equation}
For $D\ge2L_0$ both brushes sit at their free height and $P=0$. The negative value that the bracket would take there describes brushes pulled above their free height, and nothing in the model pulls them.

The common form with $K=1$ is a scaling statement. The argument fixes the bracket but not the coefficients $A$ and $B$. With $A=1$ as a convention and $B=3/2$ for a Gaussian chain, $K=2.18$. With $A=B=1$ it is $1.61$.

\subsection{Limits and a first set of numbers}

Near first contact put $u=1-\epsilon$ with $\epsilon\ll1$. Then
\[
u^{-9/4}-u^{3/4}
\simeq\left(1+\frac94\epsilon\right)
-\left(1-\frac34\epsilon\right)=3\epsilon,
\]
so $P\simeq3K(kT/s^3)(1-u)$. Three quarters of the initial stiffness comes from the osmotic term and one quarter from the stretching term.

At strong compression, the ratio of stretching to osmotic pressure is $u^{3/4}/u^{-9/4}=u^3$. It is $1/8$ at half the free height, where the pressure is already mostly osmotic.

The extension per blob, relative to the blob size, is
\begin{equation}
\frac{h}{N_b\xi}=\frac{\xi^2}{s^2}\propto u^{3/2}.
\end{equation}
The condition of small extension per blob is therefore least secure at first contact and improves under compression. Compression brings a different weakness. In the example below the stretching energy per chain falls from $4.9\,kT$ at $u=1$ to $1.5\,kT$ at $u=1/2$, so the layer is no longer much thicker than the unstretched walk of blobs, and the way the boundaries act on the walk matters. At $u=1/2$ and fixed blob size, the Gaussian pull of $0.23$ MPa is unchanged if the boundaries reflect the walk, but is cancelled if they are hard walls that the walk must avoid. The model does not decide between these cases.

For an example take $a=0.5$ nm, $N=100$, $s=3$ nm and $T=298.15$ K, with $A=1$ and $B=3/2$. The free coil size is $7.9$ nm, which exceeds $s$, so neighbouring chains overlap and form a brush. Its height is
\[
L_0=100\,(0.5)^{5/3}(3)^{-2/3}
\left(\frac5{10.5}\right)^{1/3}\ {\rm nm}
=11.8\ {\rm nm}.
\]
The blob size is $2.49$ nm, with $6.9$ blobs per chain. The extension per blob is $0.69$ at free height and $0.24$ at half that height. The first value is not small, so the free height and the pressure near first contact are less certain than the pressure at half the free height.

The pressure scale is $K kT/s^3=2.181\times0.1525=0.333$ MPa. At $D=L_0=11.8$ nm, or $u=1/2$,
\[
P=(1.581-0.198)\ {\rm MPa}=1.38\ {\rm MPa}.
\]
In a separate calculation the two blob definitions were solved numerically, and the resulting energy was minimized and differentiated by finite differences. It gave the same height and pressure. The pressures at $u=0.3$, $0.5$, $0.7$ and $0.9$ agreed with \eqref{result} within one part in $10^5$. This tests the algebra, not the assumption of uniform density.

\section{From flat walls to particles and less uniform brushes}

\subsection{Symbols and results carried forward}

Each wall has one chain of $N$ monomers of size $a$ per area $s^2$. The gap is $D=2h$, the free brush height is $L_0$, and $u=D/(2L_0)$. The blob size is $\xi$, and $A$ and $B$ multiply the osmotic and stretching energies. With $P_0=K kT/s^3$, the first half gave
\begin{equation}
P(D)=P_0\left(u^{-9/4}-u^{3/4}\right),\qquad D<2L_0,
\label{recall}
\end{equation}
and zero pressure at larger gaps. The energy per chain was
\begin{equation}
\frac{F}{kT}=A\frac{s^2h}{\xi^3}+B\frac{h\xi}{s^2}.
\label{recallenergy}
\end{equation}
The example has $L_0=11.8$ nm and $P=1.38$ MPa at $D=L_0$.

\subsection{Energy between walls, then force between spheres}

The work per area needed to bring the walls from first contact to gap $D$ is
\begin{align}
W(D)&=\int_D^{2L_0}P(D')\,dD'
=2L_0P_0\int_u^1(x^{-9/4}-x^{3/4})\,dx\nonumber\\
&=2L_0P_0\left[\frac45(u^{-5/4}-1)
-\frac47(1-u^{7/4})\right]\nonumber\\
&=\frac{8P_0L_0}{35}
\left(7u^{-5/4}+5u^{7/4}-12\right).
\label{work}
\end{align}
For $u=1-\epsilon$, integration of the linear pressure gives $W\simeq3P_0L_0\epsilon^2$. Expanding \eqref{work} agrees: the constant and linear terms cancel, and the quadratic coefficient is $(8/35)(105/8)=3$.

Now take two equal spheres of radius $R$ with closest surface gap $D$. At distance $r$ from the line of centres each surface has receded by $y$, where
\[
r^2=2Ry-y^2,\qquad r\,dr=(R-y)\,dy .
\]
The local gap is $D+2y$. If each ring feels the pressure of flat walls at that gap, the force is
\begin{equation}
f(D)=2\pi\int_0^{y_m}(R-y)P(D+2y)\,dy,
\qquad y_m=L_0-\frac D2 .
\label{ring}
\end{equation}
For $y_m\ll R$, replace $R-y$ by $R$ and use $dD'=2\,dy$. This gives the Derjaguin force
\begin{equation}
f(D)\simeq\pi R\,W(D).
\end{equation}

For $R=100$ nm and $D=L_0$, equation~\eqref{work} gives $W=1.339\,kT/{\rm nm}^2$, or $5.5$ mJ/m$^2$. Hence
\[
f=\pi(100)(1.339)\,kT/{\rm nm}=1.73\ {\rm nN}.
\]
Equation~\eqref{ring} gives $1.70$ nN, so the simpler formula is high by $1.7\%$ relative to the full ring integral. Both still use the flat-wall pressure. On a sphere the chains also fan out, and the layer volume exceeds its flat value by the factor
\[
\frac{(R+L_0)^3-R^3}{3R^2L_0}
=1+\frac{L_0}{R}+\frac{L_0^2}{3R^2}=1.12 .
\]
At fixed brush height, this extra room lowers the mean density by about $11\%$.

We now have the pressure between two brush-coated flat walls, the work needed to bring them together, and from that work the approximate force between two coated spheres. It remains to ask whether this repulsion prevents aggregation by van der Waals attraction, and how the results change with a less uniform brush, a worse solvent and the other effects left out.
